# Coverage Decay Time from Recombinative Desorption on a Spinning Wall: a program that tests the result

```python
# Result under test: after a wall patch leaves a plasma, pair recombination
# gives n(t) = n0/(1+t/tau), tau = 1/(2 k n0), and molecular flux F = k n^2.
# A flux ratio R = F(t1)/F(t2) then gives
# tau = (t2 - sqrt(R) t1)/(sqrt(R) - 1).
# n: adatom density, n0: its value at exit, k: pair rate coefficient,
# y = n/n0: relative coverage. Times are in ms unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.linalg import expm
from scipy.optimize import brentq


def tau_from_ratio(ratio, first, second):
    root = np.sqrt(ratio)
    return (second - root * first) / (root - 1)


def integrate(rate, start, duration, dense=False):
    return solve_ivp(lambda t, y: rate(y), (0, duration), [start],
                     rtol=1e-9, atol=1e-12, dense_output=dense)


t1, t2, R = 1.0, 9.0, 4.0
tau = tau_from_ratio(R, t1, t2)

# Rate equation integrated numerically, then compared with the inference
decay = integrate(lambda y: -y**2 / tau, 1.0, 40.0, dense=True).sol
y1, y2 = decay(t1)[0], decay(t2)[0]
assert abs((y1 / y2)**2 - R) < 1e-5
assert abs(decay(tau)[0] - 0.5) < 1e-6
half_after_port = brentq(lambda t: decay(t)[0] - y1 / 2, 2, 30) - t1
assert abs(half_after_port - (tau + t1)) < 1e-4

# Discrete atoms: each pair reacts at rate 1/(N0 tau), removing two atoms
N0 = 400
atoms = np.arange(N0, -1, -2)
pair_rate = atoms * (atoms - 1) / 2 / (N0 * tau)
generator = np.diag(-pair_rate) + np.diag(pair_rate[:-1], -1)
prob = {t: expm(generator * t)[:, 0] for t in (t1, t2, tau)}
discrete_half = atoms @ prob[tau] / N0
discrete_ratio = (pair_rate @ prob[t1]) / (pair_rate @ prob[t2])
discrete_tau = tau_from_ratio(discrete_ratio, t1, t2)
# finite atom number leaves corrections of relative order 1/N0
assert abs(discrete_half - 0.5) < 2 / N0
assert abs(discrete_tau - tau) < 0.1

# Other readings of the same two fluxes, found by solving for the time
exp_linear = brentq(lambda x: np.exp((t2 - t1) / x) - R, 1, 50)
exp_square = brentq(lambda x: np.exp(2 * (t2 - t1) / x) - R, 1, 50)
assert abs(exp_linear - (t2 - t1) / np.log(R)) < 1e-8
assert abs(exp_square - 2 * exp_linear) < 1e-8

# Example: oxygen on oxidized steel, rough typical values
temperature = 300.0       # K
n0 = 1e14                 # cm^-2
sites = 2e14              # cm^-2
gas_atoms = 2e13          # cm^-3
attempt = 1e13            # s^-1
rpm = 3000.0
period = 60000 / rpm
exposed = 0.1             # fraction of a turn spent in the plasma
kT = const.k * temperature
mass = 15.999 * const.atomic_mass
speed = np.sqrt(8 * kT / (np.pi * mass)) * 100
impact = gas_atoms * speed / 4
pressure = gas_atoms * 1e6 * kT / const.torr * 1000
k = 1 / (2 * n0 * tau * 1e-3)
F0, F1, F2 = (k * (n0 * y)**2 for y in (1.0, y1, y2))
emitted = quad(lambda t: F0 / (1 + t / tau)**2, 0, np.inf)[0] * 1e-3
assert abs(emitted / (n0 / 2) - 1) < 1e-7
gamma = 2 * F0 / impact
kT_eV = kT / const.e
barrier = kT_eV * np.log(attempt / sites / k)


def k_at(temp):
    return attempt / sites * np.exp(-barrier * const.e / (const.k * temp))


k_per_kelvin = k_at(temperature + 1) / k_at(temperature) - 1

# Repeated turns: adsorption on free sites plus pair recombination
def plasma_rate(y, supply):
    return supply * (1 - y * n0 / sites) - y**2 / tau


def exit_coverage(turn_time, supply):
    y = 0.0
    for _ in range(60):
        y = integrate(lambda v: -v**2 / tau, y,
                      (1 - exposed) * turn_time).y[0, -1]
        y = integrate(lambda v: plasma_rate(v, supply), y,
                      exposed * turn_time).y[0, -1]
    return y


residual = decay((1 - exposed) * period)[0]
supply = brentq(lambda a: integrate(lambda v: plasma_rate(v, a), residual,
                                    exposed * period).y[0, -1] - 1, 0.01, 5)
sticking = supply * n0 * 1000 / impact
assert 0 < sticking < 1
assert abs(exit_coverage(period, supply) - 1) < 1e-5

# Weaker adsorption: same wall, lower exit coverage, longer halving time
weak_exit = exit_coverage(period, supply / 2)
weak = integrate(lambda y: -y**2 / tau, weak_exit, 10, dense=True).sol
weak_ratio = (weak(t1)[0] / weak(t2)[0])**2
weak_tau = tau_from_ratio(weak_ratio, t1, t2)
assert abs(weak_tau * weak_exit / tau - 1) < 1e-4

# One port half a turn from exit: delay is changed through the speed
scan_exit, scan_signal = [], []
for delay in (t1, t2):
    start = exit_coverage(2 * delay, supply)
    scan_exit.append(start)
    end = integrate(lambda y: -y**2 / tau, start, delay).y[0, -1]
    scan_signal.append(end**2)
scan_ratio = scan_signal[0] / scan_signal[1]
scan_tau = tau_from_ratio(scan_ratio, t1, t2)
assert scan_exit[0] < scan_exit[1] and scan_tau > tau

# Measurement errors
tau_low_R = tau_from_ratio(0.9 * R, t1, t2)
tau_high_R = tau_from_ratio(1.1 * R, t1, t2)
offset = 0.05             # background as a fraction of the first signal
clean_ratio = (1 - offset) / (1 / R - offset)
tau_clean = tau_from_ratio(clean_ratio, t1, t2)
shift = 0.5
tau_shift = tau_from_ratio(R, t1 + shift, t2 + shift)
assert abs(tau_shift - (tau - shift)) < 1e-10
width = 0.5
seen = [quad(lambda t: decay(t)[0]**2, t - width / 2, t + width / 2)[0]
        for t in (t1, t2)]
tau_width = tau_from_ratio(seen[0] / seen[1], t1, t2)

# Additional first-order loss, fitted to the same observed ratio
loss = 0.01               # ms^-1
def mixed_ratio(halving):
    sol = integrate(lambda y: -y**2 / halving - loss * y,
                    1.0, t2, dense=True).sol
    return (sol(t1)[0] / sol(t2)[0])**2


tau_mixed = brentq(lambda x: mixed_ratio(x) - R, 3, 30)

# Independent patches with a Gaussian spread of barriers and equal n0
spread = 0.05             # eV, standard deviation
z = np.linspace(-8, 8, 2001)
weight = np.exp(-z**2 / 2)
weight /= weight.sum()


def patch_flux(t, median, sigma=spread):
    times = median * np.exp(sigma * z / kT_eV)
    return weight @ (times / (times + t)**2)


def patch_median(sigma):
    return brentq(lambda m: patch_flux(t1, m, sigma)
                  / patch_flux(t2, m, sigma) - R, 0.1, 1000)


median = patch_median(spread)
assert abs(patch_median(1e-5) - tau) < 1e-3
direct = quad(lambda u: np.exp(-u*u/2) / np.sqrt(2*np.pi) * median
              * np.exp(spread*u/kT_eV)
              / (median*np.exp(spread*u/kT_eV) + t1)**2, -8, 8)[0]
assert abs(direct / patch_flux(t1, median) - 1) < 1e-6
extra = (5.0, 17.0)
pair_rel = [(decay(t)[0] / y1)**2 for t in extra]
exp_rel = [np.exp(-(t - t1) / exp_linear) for t in extra]
patch_rel = [patch_flux(t, median) / patch_flux(t1, median) for t in extra]
assert pair_rel[0] < exp_rel[0] and pair_rel[1] > exp_rel[1]
assert patch_rel[1] > pair_rel[1]

print(f"Port delays: {t1:.1f}, {t2:.1f} ms; flux ratio: {R:.2f}")
print(f"Inferred coverage halving time tau: {tau:.3f} ms")
print(f"Relative coverage at ports: {y1:.4f}, {y2:.4f}")
print(f"Remaining half-time at first port: {half_after_port:.3f} ms")
print(f"Discrete model, {N0} atoms: coverage at tau {discrete_half:.4f}")
print(f"Discrete model inferred tau: {discrete_tau:.3f} ms")
print(f"Exponential time, flux linear in coverage: {exp_linear:.3f} ms")
print(f"Exponential time, flux quadratic: {exp_square:.3f} ms")
print(f"Rotation: {rpm:.0f} rpm; period: {period:.1f} ms")
print(f"Port angles: {360*t1/period:.1f}, {360*t2/period:.1f} degrees")
print(f"Plasma exposure: {exposed*period:.2f} ms per turn")
print(f"Wall and gas temperature: {temperature:.0f} K")
print(f"Exit adatom density: {n0:.2e} cm^-2; sites: {sites:.2e} cm^-2")
print(f"Gas O density: {gas_atoms:.2e} cm^-3 = {pressure:.3f} mTorr")
print(f"O mean speed: {speed:.3e} cm/s; impact flux: {impact:.3e} cm^-2 s^-1")
print(f"Pair coefficient k: {k:.3e} cm^2/s")
print(f"Molecular flux at exit: {F0:.3e} cm^-2 s^-1")
print(f"Molecular flux at ports: {F1:.3e}, {F2:.3e} cm^-2 s^-1")
print(f"Total molecules emitted if never re-exposed: {emitted:.3e} cm^-2")
print(f"Pair recombination probability at exit coverage: {gamma:.4f}")
print(f"Attempt rate: {attempt:.1e} s^-1; barrier: {barrier:.3f} eV")
print(f"Change of k for +1 K: {100*k_per_kelvin:.2f} percent")
print(f"Calibrated sticking on free sites: {sticking:.3f}")
print(f"Half sticking: exit coverage / n0 = {weak_exit:.4f}")
print(f"Half sticking: flux ratio {weak_ratio:.3f}, tau {weak_tau:.3f} ms")
print(f"Speed scan: {30000/t1:.0f} and {30000/t2:.0f} rpm")
print(f"Speed scan exit coverages / n0: {scan_exit[0]:.4f}, {scan_exit[1]:.4f}")
print(f"Speed scan flux ratio: {scan_ratio:.3f}; false tau: {scan_tau:.2f} ms")
print(f"Tau for ratio 10 percent low, high: {tau_low_R:.3f}, {tau_high_R:.3f} ms")
print(f"Background: {100*offset:.1f} percent of first signal")
print(f"Background-corrected ratio: {clean_ratio:.3f}; tau: {tau_clean:.3f} ms")
print(f"Both delays longer by {shift:.1f} ms: tau {tau_shift:.3f} ms")
print(f"Port acceptance {width:.1f} ms: apparent tau {tau_width:.4f} ms")
print(f"First-order loss {loss*1000:.1f} s^-1: fitted tau {tau_mixed:.3f} ms")
print(f"Barrier spread {spread:.3f} eV: fitted median tau {median:.2f} ms")
print(f"Extra port delays: {extra[0]:.1f}, {extra[1]:.1f} ms")
print(f"Flux / first port, pair law: {pair_rel[0]:.4f}, {pair_rel[1]:.4f}")
print(f"Flux / first port, exponential: {exp_rel[0]:.4f}, {exp_rel[1]:.4f}")
print(f"Flux / first port, barrier spread: {patch_rel[0]:.4f}, {patch_rel[1]:.4f}")
print("checks complete")
```

Running it gives:

```
Port delays: 1.0, 9.0 ms; flux ratio: 4.00
Inferred coverage halving time tau: 7.000 ms
Relative coverage at ports: 0.8750, 0.4375
Remaining half-time at first port: 8.000 ms
Discrete model, 400 atoms: coverage at tau 0.5005
Discrete model inferred tau: 7.014 ms
Exponential time, flux linear in coverage: 5.771 ms
Exponential time, flux quadratic: 11.542 ms
Rotation: 3000 rpm; period: 20.0 ms
Port angles: 18.0, 162.0 degrees
Plasma exposure: 2.00 ms per turn
Wall and gas temperature: 300 K
Exit adatom density: 1.00e+14 cm^-2; sites: 2.00e+14 cm^-2
Gas O density: 2.00e+13 cm^-3 = 0.621 mTorr
O mean speed: 6.301e+04 cm/s; impact flux: 3.150e+17 cm^-2 s^-1
Pair coefficient k: 7.143e-13 cm^2/s
Molecular flux at exit: 7.143e+15 cm^-2 s^-1
Molecular flux at ports: 5.469e+15, 1.367e+15 cm^-2 s^-1
Total molecules emitted if never re-exposed: 5.000e+13 cm^-2
Pair recombination probability at exit coverage: 0.0453
Attempt rate: 1.0e+13 s^-1; barrier: 0.646 eV
Change of k for +1 K: 8.65 percent
Calibrated sticking on free sites: 0.214
Half sticking: exit coverage / n0 = 0.6843
Half sticking: flux ratio 2.932, tau 10.230 ms
Speed scan: 30000 and 3333 rpm
Speed scan exit coverages / n0: 0.6227, 0.9659
Speed scan flux ratio: 1.762; false tau: 23.45 ms
Tau for ratio 10 percent low, high: 7.915, 6.289 ms
Background: 5.0 percent of first signal
Background-corrected ratio: 4.750; tau: 5.783 ms
Both delays longer by 0.5 ms: tau 6.500 ms
Port acceptance 0.5 ms: apparent tau 6.9941 ms
First-order loss 10.0 s^-1: fitted tau 8.000 ms
Barrier spread 0.050 eV: fitted median tau 33.90 ms
Extra port delays: 5.0, 17.0 ms
Flux / first port, pair law: 0.4444, 0.1111
Flux / first port, exponential: 0.5000, 0.0625
Flux / first port, barrier spread: 0.3883, 0.1463
checks complete
```
